# Gate charge and charge balance in finite-element Poisson-Schrödinger calculations: test program

```python
"""Gate charge from finite-element residuals versus differentiated potential.

Result under test: if K phi = b holds at all free nodes, the residuals
R = K phi - b at electrode nodes add up to minus the space charge sum(b),
on any mesh. The charge from eps*dphi/dn at the electrode does not in general;
it omits flux jumps on element edges in the layer touching the electrode.
K: stiffness matrix with permittivity, phi: nodal potential (V),
b: nodal space charge per device length (C/m), R: nodal electrode charge (C/m).
Device: tri-gate silicon fin on buried oxide, 2D Poisson-Schrodinger,
linear triangles, nodal quadrature, Fermi level at zero energy.
Mesh coordinates are in nm; 2D stiffness integrals do not depend on that unit.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu, eigsh
from scipy.special import expit

q, hbar, kB, m0 = sc.e, sc.hbar, sc.k, sc.m_e
NM = 1e-9
WIDTH, HEIGHT, TOX, TBOX, REACH = 6.0, 8.0, 1.0, 10.0, 10.0
PHI_GATE, PHI_BACK = 0.5, -0.5
EPS_SI, EPS_OX = 11.7, 3.9
ML, MT, MOX, BARRIER = 0.916, 0.19, 0.5, 3.1
VALLEYS = [(ML, MT, MT), (MT, ML, MT), (MT, MT, ML)]
N_STATES = 24
TO_AC_UM = 1e12

# Table of J(eta) = integral over all s of 1/(1+exp(s^2-eta)).
eta_grid = np.arange(-120.0, 60.01, 0.05)
s_grid = np.arange(0.0, 10.01, 0.02)
fermi = expit(eta_grid[:, None] - s_grid[None, :]**2)
log_j = CubicSpline(eta_grid, np.log(0.02 * (2 * fermi.sum(1) - fermi[:, 0])))
dlog_j = log_j.derivative()


def build_mesh(h, uniform=True):
    """Right triangles; uniform diagonals, or diagonals mirrored at x=0."""
    nx = int(round(REACH / h))
    xs = np.arange(-nx, nx + 1) * h
    ys = np.arange(-int(round(TBOX / h)), int(round((HEIGHT + TOX) / h)) + 1) * h
    i, j = np.meshgrid(np.arange(len(xs) - 1), np.arange(len(ys) - 1))
    i, j = i.ravel(), j.ravel()
    xc, yc = xs[i] + h / 2, ys[j] + h / 2
    keep = (yc < 0) | (np.abs(xc) < WIDTH / 2 + TOX)
    i, j, xc, yc = i[keep], j[keep], xc[keep], yc[keep]
    ncol = len(xs)
    a = j * ncol + i
    b, c, d = a + 1, a + 1 + ncol, a + ncol
    rising = np.ones(len(a), bool) if uniform else xc < 0
    pick = rising[:, None]
    first = np.where(pick, np.c_[a, b, c], np.c_[a, b, d])
    second = np.where(pick, np.c_[a, c, d], np.c_[b, c, d])
    used, inverse = np.unique(np.vstack([first, second]), return_inverse=True)
    tri = inverse.reshape(-1, 3)
    x, y = xs[used % ncol], ys[used // ncol]
    silicon = (np.abs(xc) < WIDTH / 2) & (yc > 0) & (yc < HEIGHT)
    area = h * h / 2
    gx = np.empty(tri.shape)
    gy = np.empty(tri.shape)
    for k in range(3):
        p, r = tri[:, (k + 1) % 3], tri[:, (k + 2) % 3]
        gx[:, k] = (y[p] - y[r]) / (2 * area)
        gy[:, k] = (x[r] - x[p]) / (2 * area)
    return SimpleNamespace(h=h, x=x, y=y, tri=tri, gx=gx, gy=gy, area=area,
                           silicon=np.tile(silicon, 2))


def assemble(mesh, local):
    rows = np.repeat(mesh.tri, 3, axis=1).ravel()
    cols = np.tile(mesh.tri, (1, 3)).ravel()
    n = len(mesh.x)
    return coo_matrix((local.ravel(), (rows, cols)), shape=(n, n)).tocsr()


def stiffness(mesh, cx, cy):
    gx, gy = mesh.gx, mesh.gy
    local = mesh.area * (cx[:, None, None] * gx[:, :, None] * gx[:, None, :]
                         + cy[:, None, None] * gy[:, :, None] * gy[:, None, :])
    return assemble(mesh, local)


def permittivity(mesh):
    return sc.epsilon_0 * np.where(mesh.silicon, EPS_SI, EPS_OX)


def levels(kinetic, potential):
    """Lowest states (eV) and vectors of unit Euclidean norm."""
    ham = (kinetic + diags(potential)).tocsc()
    n = len(potential)
    if n < 200:
        e, v = np.linalg.eigh(ham.toarray())
        return e[:N_STATES], v[:, :N_STATES]
    start = np.random.default_rng(1).random(n)
    return eigsh(ham, k=N_STATES, sigma=potential.min() - 0.05, v0=start)


def line_prefactor(mz, temperature):
    """Spin 2 times valley pair 2, one-dimensional density of states (1/m)."""
    return 4 * np.sqrt(2 * mz * m0 * kB * temperature) / (2 * np.pi * hbar)


def solve_device(h, temperature=300.0, penetration=False):
    mesh = build_mesh(h)
    x, y = mesh.x, mesh.y
    gate = (y >= 0) & ((np.abs(x) >= WIDTH / 2 + TOX) | (y == HEIGHT + TOX))
    back = y == -TBOX
    fixed = gate | back
    free = np.flatnonzero(~fixed)
    if penetration:
        inside = (np.abs(x) < WIDTH / 2 + TOX) & (y > -1.0) & ~gate
    else:
        inside = (np.abs(x) < WIDTH / 2) & (y > 0) & (y < HEIGHT)
    active = np.flatnonzero(inside)
    place = np.searchsorted(free, active)
    K = stiffness(mesh, permittivity(mesh), permittivity(mesh))
    Kff = K[free][:, free].tocsc()
    lu = splu(Kff)
    boundary = np.where(gate, PHI_GATE, np.where(back, PHI_BACK, 0.0))
    drive = (K @ boundary)[free]
    phi = boundary.copy()
    phi[free] = lu.solve(-drive)
    kinetic = []
    for mx, my, mz in VALLEYS:
        unit = hbar**2 / (2 * m0 * q) / (h * NM)**2
        cx = unit / np.where(mesh.silicon, mx, MOX)
        cy = unit / np.where(mesh.silicon, my, MOX)
        kinetic.append(stiffness(mesh, cx, cy)[active][:, active])
    wall = np.zeros(len(active))
    if penetration:
        weight = np.bincount(mesh.tri.ravel(), minlength=len(x))
        oxide = np.repeat((~mesh.silicon).astype(float), 3)
        share = np.bincount(mesh.tri.ravel(), oxide, minlength=len(x))
        wall = BARRIER * (share / weight)[active]
    vt = kB * temperature / q
    pref = np.repeat([line_prefactor(v[2], temperature) for v in VALLEYS], N_STATES)

    def quantum_charge(potential):
        found = [levels(k, wall - potential[active]) for k in kinetic]
        energy = np.concatenate([f[0] for f in found])
        vec = np.hstack([f[1] for f in found])
        occ = pref * np.exp(log_j(np.clip(-energy / vt, -120, 60)))
        load = np.zeros(len(x))
        load[active] = -q * (vec**2 @ occ)
        return energy, vec, occ, load

    history = []
    change = 1.0
    for outer in range(60):
        energy, vec, occ, load = quantum_charge(phi)
        R = K @ phi - load
        history.append((R[fixed].sum() - q * occ.sum(), R[free].sum()))
        if change < 1e-9:
            break
        old = phi[active].copy()
        prob = vec**2

        def predicted(pf):
            arg = -energy[None, :] / vt + (pf[place] - old)[:, None] / vt
            arg = np.clip(arg, -120, 60)
            dens = prob * pref * np.exp(log_j(arg))
            res = Kff @ pf + drive
            res[place] += q * dens.sum(1)
            slope = np.zeros(len(pf))
            slope[place] = q * (dens * dlog_j(arg)).sum(1) / vt
            return res, slope

        pf = phi[free].copy()
        res, slope = predicted(pf)
        for inner in range(60):
            step = -splu((Kff + diags(slope)).tocsc()).solve(res)
            if np.abs(step).max() < 1e-10:
                pf = pf + step
                break
            factor = 1.0
            while True:
                new_res, new_slope = predicted(pf + factor * step)
                if np.linalg.norm(new_res) < np.linalg.norm(res) or factor < 1e-3:
                    break
                factor /= 2
            pf = pf + factor * step
            res, slope = new_res, new_slope
        change = np.abs(pf - phi[free]).max()
        phi[free] = pf
    assert change < 1e-9
    # Last linear Poisson solve for exactly the load that is reported.
    final = lu.solve(load[free] - drive)
    assert np.abs(final - phi[free]).max() < 1e-7
    phi[free] = final
    R = K @ phi - load
    return SimpleNamespace(mesh=mesh, K=K, phi=phi, load=load, R=R, gate=gate,
                           back=back, fixed=fixed, free=free, active=active,
                           energy=energy, vec=vec, occ=occ, history=history,
                           kinetic=kinetic, vt=vt, lu=lu, drive=drive,
                           q_gate=R[gate].sum(), q_back=R[back].sum(),
                           q_channel=-q * occ.sum())


def flux_parts(mesh, phi, electrode):
    """Differentiated charge, weighted edge jumps, weighted side leakage."""
    eps = permittivity(mesh)
    px = (mesh.gx * phi[mesh.tri]).sum(1)
    py = (mesh.gy * phi[mesh.tri]).sum(1)
    w = electrode.astype(float)
    keys, flux, weight, on = [], [], [], []
    for k in range(3):
        p, r = mesh.tri[:, (k + 1) % 3], mesh.tri[:, (k + 2) % 3]
        keys.append(np.minimum(p, r) * len(phi) + np.maximum(p, r))
        flux.append(-2 * mesh.area * eps * (px * mesh.gx[:, k] + py * mesh.gy[:, k]))
        weight.append((w[p] + w[r]) / 2)
        on.append(electrode[p] & electrode[r])
    keys, flux, weight, on = map(np.concatenate, (keys, flux, weight, on))
    _, inverse, count = np.unique(keys, return_inverse=True, return_counts=True)
    outer = count[inverse.ravel()] == 1
    return (flux[outer & on].sum(), (weight * flux)[~outer].sum(),
            (weight * flux)[outer & ~on].sum())


def screened_line(n, clear=0.0):
    """-phi'' + k phi = 0, phi(0)=1, zero flux at x=5; k=0 for x<clear."""
    s = 5.0 / n
    A = np.zeros((n + 1, n + 1))
    k = np.where((np.arange(n) + 0.5) * s < clear, 0.0, 1.0)
    for e in range(n):
        A[e:e+2, e:e+2] += (np.array([[1, -1], [-1, 1]]) / s
                            + k[e] * s / 6 * np.array([[2, 1], [1, 2]]))
    phi = np.ones(n + 1)
    phi[1:] = np.linalg.solve(A[1:, 1:], -A[1:, 0])
    space = -(k * s * (phi[1:] + phi[:-1]) / 2).sum()
    return s, phi, (A @ phi)[0], (phi[0] - phi[1]) / s, space


# One-dimensional tests: balance, missing charge, error law, coincidence.
line_errors = []
exact = np.tanh(5.0)
for n in (20, 40):
    s, f, res1, der1, space = screened_line(n)
    assert abs(res1 + space) < 1e-11
    missing = quad(lambda t: (f[0] + (f[1] - f[0]) * t / s) * (1 - t / s), 0, s)[0]
    assert abs(res1 - der1 - missing) < 1e-11
    gp, gw = np.polynomial.legendre.leggauss(6)
    t = (gp + 1) / 2
    X = (np.arange(n)[:, None] + t) * s
    err = np.cosh(5 - X) / np.cosh(5) - (f[:-1, None] * (1 - t) + f[1:, None] * t)
    derr = -np.sinh(5 - X) / np.cosh(5) - (f[1:, None] - f[:-1, None]) / s
    energy_error = ((err**2 + derr**2) * gw).sum() * s / 2
    assert abs(res1 - exact - energy_error) < 1e-10
    line_errors.append((res1 / exact - 1, der1 / exact - 1))
assert 3.8 < line_errors[0][0] / line_errors[1][0] < 4.2
assert 1.8 < line_errors[0][1] / line_errors[1][1] < 2.2
_, _, res_clear, der_clear, _ = screened_line(20, clear=1.0)
assert abs(res_clear - der_clear) < 1e-11

# Subband occupation against direct integration over wave number.
mz_test = MT * m0
k_th = np.sqrt(2 * mz_test * kB * 300) / hbar
direct = 4 / np.pi * k_th * quad(lambda u: expit(3.0 - u * u), 0, 9)[0]
assert abs(line_prefactor(MT, 300) * np.exp(log_j(3.0)) / direct - 1) < 1e-6

# Self-consistent device on three meshes.
devices, table = [], []
for h in (1.0, 0.5, 0.25):
    dev = solve_device(h)
    scale = abs(dev.q_channel)
    assert abs(dev.q_gate + dev.q_back + dev.q_channel) < 1e-10 * scale
    for imbalance, free_sum in dev.history:
        assert abs(imbalance + free_sum) < 1e-10 * scale
    assert abs(dev.history[-1][0]) < 1e-5 * abs(dev.history[0][0])
    row = [h, dev.q_gate]
    for uniform in (True, False):
        other = build_mesh(h, uniform)
        K2 = stiffness(other, permittivity(other), permittivity(other))
        assert abs(K2 - dev.K).max() < 1e-12 * abs(dev.K).max()
        der, jump, side = flux_parts(other, dev.phi, dev.gate)
        assert abs(der + jump + side - dev.q_gate) < 1e-10 * scale
        assert abs(der / dev.q_gate - 1) > 1e-3
        row.append(der)
        if uniform:
            parts = (der, jump, side)
    devices.append(dev)
    table.append(row)

main = devices[-1]
mesh = main.mesh
scale = abs(main.q_channel)
balance = main.q_gate + main.q_back + main.q_channel
der_back = flux_parts(mesh, main.phi, main.back)[0]
der_balance = parts[0] + der_back + main.q_channel
assert abs(der_balance) > 1e-3 * scale

# Mirror halves of a symmetric gate.
left = flux_parts(mesh, main.phi, main.gate & (mesh.x <= 0))[0]
right = flux_parts(mesh, main.phi, main.gate & (mesh.x >= 0))[0]
middle = main.R[main.gate & (mesh.x == 0)].sum() / 2
res_left = main.R[main.gate & (mesh.x < 0)].sum() + middle
res_right = main.R[main.gate & (mesh.x > 0)].sum() + middle
assert abs(res_left - res_right) < 1e-6 * scale
assert abs(right - left) > 5e-3 * scale

# An arbitrary, unphysical density balances just as well.
coarse = devices[0]
fake = np.zeros(len(coarse.phi))
fake[coarse.active] = -scale * np.random.default_rng(2).random(len(coarse.active))
phi_fake = coarse.phi.copy()
phi_fake[coarse.free] = coarse.lu.solve(fake[coarse.free] - coarse.drive)
R_fake = coarse.K @ phi_fake - fake
fake_balance = (R_fake[coarse.fixed].sum() + fake.sum()) / abs(fake.sum())
assert abs(fake_balance) < 1e-10

# Same wavefunctions integrated with another rule: balance is lost.
local_mass = np.tile(mesh.area / 12 * (np.ones((3, 3)) + np.eye(3)),
                     (len(mesh.tri), 1, 1))
mass = assemble(mesh, local_mass)[main.active][:, main.active] / mesh.h**2
other_charge = -q * (main.occ * (main.vec * (mass @ main.vec)).sum(0)).sum()
other_balance = main.q_gate + main.q_back + other_charge
assert abs(other_balance) > 1e-3 * scale

# Eigenvalue solver against the rectangular box; state truncation.
box = levels(main.kinetic[0], np.zeros(len(main.active)))[0].min()
box_exact = (hbar * np.pi / NM)**2 / (2 * m0 * q) * (
    1 / (ML * WIDTH**2) + 1 / (MT * HEIGHT**2))
assert abs(box / box_exact - 1) < 5e-3
last = max(part.min() for part in main.occ.reshape(3, -1)) / main.occ.sum()
assert last < 1e-4

# Sizes of effects outside the main model.
soft = solve_device(0.25, penetration=True)
assert abs(soft.q_gate + soft.q_back + soft.q_channel) < 1e-10 * scale
hot = solve_device(0.5, temperature=358.15)
phi_top = main.phi[(mesh.x == 0) & (mesh.y == HEIGHT)][0]
field = (PHI_GATE - phi_top) / (TOX * NM) / 1e8
e1 = main.energy.min()
mean_barrier = BARRIER - (phi_top + PHI_GATE) / 2 - e1
decay = hbar / np.sqrt(2 * MOX * m0 * q * mean_barrier) / NM
tunnel = np.exp(-2 * TOX / decay)
sheet = scale / ((WIDTH + 2 * HEIGHT) * NM) * 100

u = TO_AC_UM
print(f"Fin width, height: {WIDTH:.0f}, {HEIGHT:.0f} nm")
print(f"Gate oxide, buried oxide: {TOX:.0f}, {TBOX:.0f} nm")
print(f"Half width of simulated region: {REACH:.0f} nm")
print(f"Gate, back-plane potential: {PHI_GATE}, {PHI_BACK} V")
print(f"Relative permittivity Si, oxide: {EPS_SI}, {EPS_OX}")
print(f"Si masses long., transv.; oxide mass: {ML}, {MT}; {MOX} m0")
print(f"Oxide barrier: {BARRIER} eV; temperature: 300 K")
print("Gate charge (aC/um): residual | derivative, uniform | mirrored diagonals")
for h, a, b, c in table:
    print(f"  mesh {h:.2f} nm: {a*u:.3f} | {b*u:.3f} | {c*u:.3f}")
    print(f"    derivative error vs residual: {100*(b/a-1):.2f}, {100*(c/a-1):.2f} %")
print("Values below: 0.25 nm mesh, uniform diagonals, unless stated")
print(f"Back-plane charge, residual: {main.q_back*u:.3f} aC/um")
print(f"Back-plane charge, derivative: {der_back*u:.3f} aC/um")
print(f"Channel charge: {main.q_channel*u:.3f} aC/um")
print(f"Channel charge per gated fin surface: {-sheet:.3f} uC/cm2")
print(f"Balance, residual / |channel charge|: {balance/scale:.1e}")
print(f"Balance, derivative: {der_balance*u:.3f} aC/um")
print(f"Balance, derivative / |channel charge|: {100*der_balance/scale:.2f} %")
print(f"Gate edge-jump term: {parts[1]*u:.3f} aC/um")
print(f"Gate side-leakage term: {parts[2]*u:.3f} aC/um")
print(f"Derivative charge, left, right half: {left*u:.3f}, {right*u:.3f} aC/um")
print(f"Residual charge, left, right half: {res_left*u:.3f}, {res_right*u:.3f} aC/um")
for k, item in enumerate(main.history[:5]):
    print(f"Imbalance/|channel|, Schrodinger solve {k+1}: {item[0]/scale:.2e}")
print(f"Schrodinger solves to convergence: {len(main.history)}")
print(f"Random density on 1 nm mesh, relative balance: {fake_balance:.1e}")
print(f"Other quadrature, imbalance/|channel|: {100*other_balance/scale:.2f} %")
for n, item in zip((20, 40), line_errors):
    print(f"1D screened layer, {n} elements: residual error {100*item[0]:.3f} %,"
          f" derivative {100*item[1]:.2f} %")
print(f"Lowest subband below Fermi level: {-e1*1000:.1f} meV = {-e1/main.vt:.2f} kT")
print(f"Oxide field, top centre: {field:.2f} MV/cm")
print(f"Oxide decay length: {decay:.3f} nm; tunnelling factor: {tunnel:.1e}")
print(f"Electrons under 20 nm gate: {main.occ.sum()*20*NM:.1f}")
print(f"Penetration changes channel charge by {100*(soft.q_channel/main.q_channel-1):.1f} %")
print(f"Penetration changes gate charge by {100*(soft.q_gate/main.q_gate-1):.1f} %")
print("85 C changes channel charge (0.5 nm mesh) by "
      f"{100*(hot.q_channel/devices[1].q_channel-1):.2f} %")
print("PASS")
```

Output:

```
Fin width, height: 6, 8 nm
Gate oxide, buried oxide: 1, 10 nm
Half width of simulated region: 10 nm
Gate, back-plane potential: 0.5, -0.5 V
Relative permittivity Si, oxide: 11.7, 3.9
Si masses long., transv.; oxide mass: 0.916, 0.19; 0.5 m0
Oxide barrier: 3.1 eV; temperature: 300 K
Gate charge (aC/um): residual | derivative, uniform | mirrored diagonals
  mesh 1.00 nm: 281.890 | 266.679 | 245.151
    derivative error vs residual: -5.40, -13.03 %
  mesh 0.50 nm: 280.400 | 271.047 | 258.518
    derivative error vs residual: -3.34, -7.80 %
  mesh 0.25 nm: 278.463 | 272.628 | 265.225
    derivative error vs residual: -2.10, -4.75 %
Values below: 0.25 nm mesh, uniform diagonals, unless stated
Back-plane charge, residual: -60.317 aC/um
Back-plane charge, derivative: -60.317 aC/um
Channel charge: -218.146 aC/um
Channel charge per gated fin surface: -0.992 uC/cm2
Balance, residual / |channel charge|: -3.6e-16
Balance, derivative: -5.834 aC/um
Balance, derivative / |channel charge|: -2.67 %
Gate edge-jump term: 5.834 aC/um
Gate side-leakage term: 0.000 aC/um
Derivative charge, left, right half: 132.613, 140.016 aC/um
Residual charge, left, right half: 139.231, 139.231 aC/um
Imbalance/|channel|, Schrodinger solve 1: -3.70e+01
Imbalance/|channel|, Schrodinger solve 2: 1.01e-01
Imbalance/|channel|, Schrodinger solve 3: 3.28e-03
Imbalance/|channel|, Schrodinger solve 4: 1.38e-04
Imbalance/|channel|, Schrodinger solve 5: 6.77e-06
Schrodinger solves to convergence: 15
Random density on 1 nm mesh, relative balance: 4.3e-16
Other quadrature, imbalance/|channel|: 1.16 %
1D screened layer, 20 elements: residual error 0.260 %, derivative -11.32 %
1D screened layer, 40 elements: residual error 0.065 %, derivative -5.94 %
Lowest subband below Fermi level: 12.8 meV = 0.49 kT
Oxide field, top centre: 2.96 MV/cm
Oxide decay length: 0.166 nm; tunnelling factor: 5.9e-06
Electrons under 20 nm gate: 27.2
Penetration changes channel charge by 7.2 %
Penetration changes gate charge by 5.5 %
85 C changes channel charge (0.5 nm mesh) by 1.82 %
PASS
```
